\section*{Projected positions, non-Abelian Berry curvature and Wannier functions in two dimensions, part 2}

Can Wannier functions diagonalize both projected coordinates, $PxP$ and $PyP$? Here $P$ projects onto $N$ bands of independent electrons in a two-dimensional crystal, separated from all others by a gap at every $k$, and $\bar P=1-P$. The letters $k,r,R,G$ denote two-component vectors, $R$ is a lattice vector and $G$ a reciprocal-lattice vector; $\partial_j=\partial/\partial k_j$. The algebra uses atomic units.

The subspace at $k$ has an orthonormal basis $\psi_{nk}=e^{ik\cdot r}u_{nk}$, with $u_{nk}$ cell-periodic and locally smooth in $k$. Its projectors are $P_k=\sum_n|u_{nk}\rangle\langle u_{nk}|$ and $\bar P_k=1-P_k$. A state is $|f\rangle=\int_k\sum_nf_n(k)|\psi_{nk}\rangle$, where $\int_k$ averages over the Brillouin zone (BZ). On the column $f$, $PxP$ and $PyP$ act as $X=i\partial_x+A_x$ and $Y=i\partial_y+A_y$, with $(A_j)_{mn}=i\langle u_m|\partial_ju_n\rangle$. Their commutator is $i\Omega$, where $\Omega=\partial_xA_y-\partial_yA_x-i[A_x,A_y]$ is the Berry curvature, written $\hat\Omega$ as an operator. A unitary basis change $V(k)$ gives $\Omega'=V^\dagger\Omega V$.

The example is a square lattice with four orbitals per cell, all at the lattice points: an orbital pair (Pauli matrices $\sigma$) times spin ($s$). The position operator is diagonal in them.
\begin{gather*}
H=\sum_{i=1}^4d_i\Gamma_i,\qquad
\Gamma=(\sigma_xs_z,\ \sigma_y,\ \sigma_z,\ \sigma_xs_x),\\
d_1=v\sin k_xa,\qquad d_2=v\sin k_ya,\\
d_3=M+B(2-\cos k_xa-\cos k_ya),\qquad
d_4=w\sin(k_x+k_y)a .
\end{gather*}
The parameters are $a=4.0$ \AA, $v=1.0$, $w=0.8$, $M=1.5$ and $B=0.5$ eV. The $\Gamma_i$ anticommute and square to one. The lower two bands are filled; with $\hat d=d/|d|$, $P_k=\frac12(1-\hat d\cdot\Gamma)$ and
\begin{equation}
\hat\Omega=\frac i4P_k[\partial_x\hat d\cdot\Gamma,\,
\partial_y\hat d\cdot\Gamma]P_k .
\label{eq:model}
\end{equation}
At $k=0$ the eigenvalues of $\Omega$ are $\pm\frac{a^2v}{2M^2}\sqrt{v^2+2w^2}=\pm5.37$ \AA$^2$.

The projected basis comes from projecting the lower orbitals, $\sigma_z=-1$, onto the filled bands and orthonormalizing symmetrically. The commutator was also computed without $k$, from the central cell of open-edged clusters of up to $17\times17$ cells.

\section{What the curvature means for Wannier functions}

The second half uses these results. A state in the $N$ chosen bands is a column $f(k)$, on which $PxP$ and $PyP$ act as $X=i\partial_x+A_x$ and $Y=i\partial_y+A_y$, with Hermitian $(A_j)_{mn}=i\langle u_m|\partial_ju_n\rangle$. Their commutator is $i\Omega(k)$, where $\Omega=\partial_xA_y-\partial_yA_x-i[A_x,A_y]$. The symbol $\int_k$ is the average over the Brillouin zone, and $\bar P=1-P$. In the four-orbital model $H=d\cdot\Gamma$, two bands are filled and $\Omega$ has eigenvalues $\pm5.37$ \AA$^2$ at $k=0$.

\medskip
\textbf{Q:} Where do Wannier functions enter?

\textbf{A:} If a smooth basis exists with $\psi_{nk}$ periodic over the whole zone, the Wannier functions are
\begin{equation}
|W_{Rn}\rangle=\int_ke^{-ik\cdot R}|\psi_{nk}\rangle .
\end{equation}
The amplitudes of $W_{0n}$ are the unit column $e_n$, which does not depend on $k$. Thus $Xe_n=A_xe_n$, and the overlap with $W_{Rm}$ gives
\begin{equation}
\langle W_{Rm}|x|W_{0n}\rangle=\int_ke^{ik\cdot R}(A_x)_{mn}.
\label{eq:AR}
\end{equation}
Changing the basis by a smooth periodic unitary $V(k)$ generally produces a different set of Wannier functions for the same bands. The question is whether some choice leaves only the elements with $R=0$ and $m=n$, for $x$ and for $y$.

\textbf{Q:} Suppose I ask for only one function that is an eigenfunction of both. Does the curvature forbid even that?

\textbf{A:} It does if $\Omega$ is invertible at a single $k$. Let $Xf=\lambda f$ and $Yf=\mu f$, with $f$ normalizable. Then
\begin{equation}
\partial_xf=-i(\lambda-A_x)f,\qquad
\partial_yf=-i(\mu-A_y)f .
\label{eq:eigen}
\end{equation}
The right-hand sides are smooth matrices times $f$, so repeated differentiation shows that $f$ is smooth and the commutator may be applied. The two eigenvalue equations give
\begin{equation}
i\Omega f=XYf-YXf=\mu\lambda f-\lambda\mu f=0 .
\end{equation}
Could $f$ avoid the places where $\Omega$ is invertible? It cannot. Since $\lambda$ is real and $A_x$ Hermitian,
\begin{equation}
\partial_x(f^\dagger f)=f^\dagger[i(\lambda-A_x)-i(\lambda-A_x)]f=0,
\end{equation}
and likewise for $\partial_y$. The length of $f(k)$ is the same at every $k$ and is not zero. A common eigenfunction therefore needs $\det\Omega(k)=0$ throughout the zone.

\textbf{Q:} And a complete Wannier set?

\textbf{A:} That needs more. Let the $N$ functions of the home cell have amplitudes $f^{(b)}$. Orthonormality with all their translates reads
\begin{equation}
\int_ke^{ik\cdot R}f^{(b)\dagger}f^{(c)}=\delta_{R0}\,\delta_{bc}.
\end{equation}
These are the Fourier coefficients of $f^{(b)\dagger}f^{(c)}$, so this product equals $\delta_{bc}$ at every $k$. The $N$ columns form a basis at each $k$. If all are common eigenfunctions, $\Omega$ annihilates a basis and must vanish as a matrix. For two uncoupled bands with curvatures $0$ and $\Omega_2\ne0$ the determinant vanishes, but a complete set is still impossible.

\textbf{Q:} My bands have zero Chern number. Is that enough?

\textbf{A:} No. The Chern number,
\begin{equation}
C=\frac1{2\pi}\int_{\rm BZ}d^2k\,{\rm Tr}\,\Omega ,
\end{equation}
is an integral of a trace. If a smooth periodic Wannier basis exists, $C$ must vanish: $[A_x,A_y]$ has no trace, and the curl of the periodic ${\rm Tr}A$ integrates to zero. But $\Omega$ itself need not vanish.

In the model even the trace is zero at each $k$. By Eq.~\eqref{eq:model} it is a sum of traces of two or three matrices $\Gamma$. The trace of $[\Gamma_i,\Gamma_j]$ is zero. A product of three with a repeated index is, up to a sign, one $\Gamma$ and has no trace. A product $T$ of three different ones anticommutes with the fourth, $\Gamma_l$, so ${\rm Tr}\,T={\rm Tr}(\Gamma_lT\Gamma_l)=-{\rm Tr}\,T=0$.

\textbf{Q:} Does a zero trace not suggest that the two contributions cancel?

\textbf{A:} They cancel in the trace but not in the matrix. Let $S$ be the area of the parallelogram spanned by $\partial_x\hat d$ and $\partial_y\hat d$:
\begin{equation}
S^2=|\partial_x\hat d|^2|\partial_y\hat d|^2
-(\partial_x\hat d\cdot\partial_y\hat d)^2 .
\end{equation}
Choose orthonormal vectors $p,q$ in its plane. The commutator in Eq.~\eqref{eq:model} is $2S(p\cdot\Gamma)(q\cdot\Gamma)$, up to orientation. Both derivatives are perpendicular to $\hat d$, because $\hat d$ has unit length. The matrix $K=i(p\cdot\Gamma)(q\cdot\Gamma)$ therefore commutes with $\hat d\cdot\Gamma$ and acts within the filled pair. It squares to one and has no trace there, so its eigenvalues are $1$ and $-1$. With the prefactor,
\begin{equation}
\Omega\ \text{has eigenvalues}\ \pm\frac S2,\qquad
\det\Omega=-\frac{S^2}{4}.
\end{equation}
At $k=0$ this determinant is $-(5.37)^2$ \AA$^4$, not zero. The filled pair has no common eigenfunction of $PxP$ and $PyP$, although its trace curvature vanishes everywhere.

\textbf{Q:} Is there a measure of the failure that does not depend on the Wannier functions chosen?

\textbf{A:} The squared elements of the commutator provide one. By Parseval's relation for Fourier series,
\begin{equation}
\sum_{Rmn}\left|\langle W_{Rm}|[PxP,PyP]|W_{0n}\rangle\right|^2
=\int_k{\rm Tr}\,\Omega^2=2.107\ \text{\AA}^4 .
\end{equation}
The central columns of the $17\times17$ cluster give the same 2.107 \AA$^4$. Since ${\rm Tr}\,\Omega^2=S^2/2$, the root-mean-square eigenvalue is $\sqrt{2.107/2}=1.03$ \AA$^2$.

In the basis projected from the lower orbitals, the squared elements of $x$ and $y$, summed without those at $R=0$, $m=n$, amount to 0.071 \AA$^2$ per cell. This belongs to one choice of basis. The least value over all choices cannot exceed it, but I have not determined that minimum for two bands.

\textbf{Q:} Can I at least diagonalize one coordinate?

\textbf{A:} Yes. On a rectangular lattice with period $a$ along $x$, fix $k_y$ and use a basis periodic in $k_x$. Solve $\partial_xU=iA_xU$ from $U=1$ at $k_x=0$. Since $A_x$ is Hermitian, $U$ is unitary. The first part of Eq.~\eqref{eq:eigen} is solved by
\begin{equation}
f(k_x)=e^{-i\lambda k_x}U(k_x)f(0).
\end{equation}
Periodicity over $2\pi/a$ requires $f(0)$ to be an eigenvector of $U(2\pi/a)$. If its eigenvalue is $e^{i\theta}$, then
\begin{equation}
\lambda=a\left(m+\frac{\theta}{2\pi}\right),\qquad m\ \text{an integer}.
\end{equation}
There are $N$ such centres per period for each $k_y$. For hopping of finite range, as in the model, each $\theta$ can be followed as an analytic function of $k_y$. If it is not constant, it gives a particular $\lambda$ only at isolated values of $k_y$, and the corresponding eigenfunction extends along $y$. In one dimension there is no second coordinate and no conflict.

\textbf{Q:} You have shown that vanishing curvature is necessary. Is it sufficient? The loops around the zone might still obstruct.

\textbf{A:} It is sufficient, and the loops fix the centres. Consider the transport equations $\partial_jU=iA_jU$ for both directions. They are consistent if the mixed derivatives agree:
\begin{align}
\partial_x(iA_yU)-\partial_y(iA_xU)
&=i(\partial_xA_y-\partial_yA_x)U-A_yA_xU+A_xA_yU\notag\\
&=i\Omega U=0 .
\end{align}
In the full $k$ plane, which has no holes, transport then does not depend on the path. Write $v_b=\sum_nu_nU_{nb}$. Since
\begin{equation}
\langle u_m|\partial_jv_b\rangle=(\partial_jU-iA_jU)_{mb},
\end{equation}
the transport equations state that $P_k\partial_jv_b=0$. This condition refers to no basis and is periodic in $k$.

Let $\Phi_b(k)=e^{ik\cdot r}v_b$, collected in a row $\Phi$. After a primitive reciprocal vector $G_j$ it spans the same space, so $\Phi(k+G_j)=\Phi(k)H_j$ with $H_j$ unitary. The matrix $H_j$ is constant, because both sides obey the same transport equation. Going round in the two orders gives
\begin{equation}
\Phi(k+G_1+G_2)=\Phi(k)H_2H_1=\Phi(k)H_1H_2 .
\end{equation}
Hence $H_1$ and $H_2$ commute and have common orthonormal eigenvectors $c_b$, with eigenvalues $e^{i\theta_{jb}}$. Define $\tau_b$ by $G_j\cdot\tau_b=\theta_{jb}$ and set
\begin{equation}
\phi_b(k)=e^{-ik\cdot\tau_b}\Phi(k)c_b .
\end{equation}
The factor $e^{-iG_j\cdot\tau_b}$ cancels $e^{i\theta_{jb}}$, so $\phi_b$ is periodic. Its amplitudes are $f=e^{-ik\cdot\tau_b}Uc_b$. The derivative of $U$ cancels $A_x$ in $X$, and the derivative of the exponential gives $i(-i\tau_{b,x})$, so $Xf=\tau_{b,x}f$. Likewise $Yf=\tau_{b,y}f$. Translation by $R$ adds $R$ to both eigenvalues. A Wannier set that diagonalizes both projected positions therefore exists if and only if $\Omega(k)=0$ at every $k$.

\textbf{Q:} Is there a flat case that is not merely a set of isolated orbitals?

\textbf{A:} Set $d_2=d_4=0$ in the model and keep the other terms. Then $\hat d$ stays on a circle, both of its derivatives lie along one tangent, and $S=0$. With $d_3>0$, the angle $\chi=\arctan(d_1/d_3)$ is smooth and periodic, and the filled state of spin $s=\pm1$ is the real vector
\begin{equation}
u_s=\left(-s\sin\frac\chi2,\ \cos\frac\chi2\right).
\end{equation}
For a real unit vector $\langle u|\partial_ju\rangle=\frac12\partial_j\langle u|u\rangle=0$, and different spins do not mix. Thus $A_j=0$, and the functions at $R=0$ have both centres at zero. Parallel transport on the mesh, started from an arbitrary rotation of the pair, leaves an off-diagonal sum of $3\times10^{-19}$ \AA$^2$ per cell.

\textbf{Q:} If these functions have sharp positions, why are they not points?

\textbf{A:} They are eigenfunctions of $PxP$, not of $x$. Their mean square radius is 0.34 \AA$^2$ each. For a common eigenfunction with centre $\tau$,
\begin{equation}
\langle r^2\rangle-|\tau|^2=\sum_{j=x,y}\langle W|r_j\bar Pr_j|W\rangle ,
\end{equation}
because $Pr_jW=\tau_jW$. The width comes from the part of $r_jW$ outside the bands.

\textbf{Q:} For one curved band, how nearly can both positions be diagonalized?

\textbf{A:} Here the minimum can be found, provided that a smooth periodic basis exists. Write $A(k)=\sum_RA_Re^{-ik\cdot R}$. By Eq.~\eqref{eq:AR}, $A_R=\langle W_R|r|W_0\rangle$. The quantity to minimize is $D=\sum_{R\ne0}|A_R|^2$.

A phase $u'=e^{i\varphi}u$ gives $A'=A-\nabla_k\varphi$. For periodic $\varphi=\sum_R\varphi_Re^{-ik\cdot R}$ this means
\begin{equation}
A'_R=A_R+iR\varphi_R .
\end{equation}
A phase linear in $k$ only moves the function by a lattice vector and leaves $D$ unchanged. Thus $\varphi_R$ can alter the component of $A_R$ along $R$, but not the component across it. The latter is the curvature, since
\begin{equation}
\Omega_R\equiv\int_ke^{ik\cdot R}\Omega=-i(R_xA_{R,y}-R_yA_{R,x}),
\end{equation}
whose modulus is $|R|$ times that of the transverse component. Therefore
\begin{equation}
|A'_R|^2=\left|\frac{R\cdot A_R}{|R|}+i|R|\varphi_R\right|^2
+\frac{|\Omega_R|^2}{R^2}.
\end{equation}
The choice $\varphi_R=iR\cdot A_R/R^2$ makes the first term zero. It gives a real phase, because $A_{-R}=A_R^*$ implies $\varphi_{-R}=\varphi_R^*$. Hence
\begin{equation}
D_{\min}=\sum_{R\ne0}\frac{|\Omega_R|^2}{R^2}.
\label{eq:min}
\end{equation}

\textbf{Q:} How large is this in the example?

\textbf{A:} Set $w=0$ and keep the other parameters. The spins decouple, and the spin-up block has one filled band. Its curvature at $k=0$ is $a^2v^2/(2M^2)=3.56$ \AA$^2$. Over the mesh it runs from $-1.28$ to 3.56 \AA$^2$, and its integral vanishes within $2\times10^{-8}$.

I start from the projected lower orbital with an added phase $0.3\sin k_xa+0.2\cos(k_x+k_y)a$. Real-space sums over the Wannier functions give $D=1.375$ \AA$^2$. The mean square gradient of the added phase is $16\,(0.3^2/2+2\times0.2^2/2)=1.36$ \AA$^2$, which accounts for nearly all of it. With the optimal phase the same sums give 0.0146 \AA$^2$, and Eq.~\eqref{eq:min} gives 0.0146 \AA$^2$ from the curvature.

\textbf{Q:} Is that a large part of the width?

\textbf{A:} Inserting $P+\bar P$ between the two factors of $r$ separates the spread:
\begin{equation}
\langle r^2\rangle-|\langle r\rangle|^2
=D+\sum_{j=x,y}\langle W_0|r_j\bar Pr_j|W_0\rangle .
\end{equation}
The second term is $\int_k\sum_j\langle\partial_ju|\bar P_k|\partial_ju\rangle$. A phase does not change it, since $\bar P_k\partial_j(e^{i\varphi}u)=e^{i\varphi}\bar P_k\partial_ju$. The total falls from 2.002 to 0.642 \AA$^2$; subtracting $D$ leaves 0.627 \AA$^2$ in both cases. The irreducible $D$ is 2.3\% of the best spread. For these parameters the positions can be nearly diagonalized together, though not completely. The percentage is a property of this model, and it omits the widths of the orbitals themselves.

\textbf{Q:} Can symmetry make the curvature of one band vanish?

\textbf{A:} Yes. Take a nondegenerate band of spinless electrons with both inversion and time-reversal symmetry. Their product lets one choose $u_k(-r)^*=u_k(r)$ locally in $k$. Replacing $r$ by $-r$ in the cell integral gives
\begin{equation}
\langle u|\partial_ju\rangle=\int u(-r)^*\,\partial_ju(-r)\,d^2r
=\int u(r)\,\partial_ju(r)^*\,d^2r=\langle u|\partial_ju\rangle^* .
\end{equation}
This number is therefore real. Normalization makes it imaginary, so it is zero, and $\Omega=0$. Such a band has Wannier functions that diagonalize both projected positions. For several bands the argument makes $\langle u_m|\partial_ju_n\rangle$ real and antisymmetric in $m,n$. The diagonal elements of $A_j$ vanish, but the off-diagonal ones may remain, and $\Omega$ need not be zero. Both projected positions can thus be diagonalized together only when symmetry or a special Hamiltonian makes the whole curvature matrix vanish at every $k$.

\textbf{Q:} When does the reasoning itself fail?

\textbf{A:} It needs the gap to the other bands. Where that gap closes, $P_k$ need not be smooth, and the derivatives may not exist. A nonzero Chern number does not harm the commutator, which is derived locally, but it excludes the smooth periodic basis assumed in Eq.~\eqref{eq:min}. The zero trace and the flat case also rest on the model's position operator, which is diagonal with all orbitals at the lattice points. Moving the orbitals apart, or adding dipoles between them, changes $A_j$ and $\Omega$ and can give the flat case a curvature even though the hopping is the same. Of the position operator, the general derivation uses only that $x$ and $y$ are the commuting coordinates.

\section*{Numbers as computed}
\begin{verbatim}
lattice constant a = 4.0 angstrom
v = 1.0 eV, w = 0.8 eV, M = 1.5 eV, B = 0.5 eV
k mesh = 41 x 41 points
smallest direct gap = 3.000 eV
TWO FILLED BANDS
curvature eigenvalues at k=0: -5.3688, 5.3688 angstrom^2
hand formula at k=0 = 5.3688 angstrom^2
same in atomic units = 19.172 bohr^2
largest |trace of curvature| = 1.8e-15 angstrom^2
zone average of Tr Omega^2 = 2.1073 angstrom^4
same from 17 x 17 cluster = 2.1073 angstrom^4
sample k = (0.3, 0.2) 1/angstrom
Pauli components (x, y, z) there, in angstrom^2:
  curl of A       (-0.5043, 0.2423, 0.1301)
  -i[A_x, A_y]    (0.0327, -0.0251, -0.0255)
  full curvature  (-0.4716, 0.2171, 0.1046)
off-diagonal position sum, projected frame = 0.0712 angstrom^2 per cell
CHECKS OF THE COMMUTATOR
relative error, 9 x 9 cluster = 2.2e-03
relative error, 17 x 17 cluster = 1.2e-06
relative error, displaced orbitals = 1.2e-06
frame-change error, full curvature = 2.7e-06 angstrom^2
frame-change error, curl alone = 4.065 angstrom^2
position element error = 1.4e-08 angstrom
ONE BAND (w = 0, one spin block)
curvature at k=0 = 3.5556 angstrom^2
curvature range = -1.2774 to 3.5556 angstrom^2
|Chern number| = 2.4e-09
off-diagonal sum, starting phases = 1.37465 angstrom^2
off-diagonal sum, best phases = 0.01456 angstrom^2
least value from curvature = 0.01456 angstrom^2
total spread, starting phases = 2.00207 angstrom^2
total spread, best phases = 0.64198 angstrom^2
irreducible share of best spread = 2.27 %
FLAT TWO-BAND CASE (vy = w = 0)
largest curvature element = 3.0e-24 angstrom^2
off-diagonal position sum = 3.4e-19 angstrom^2 per cell
mean square radius per function = 0.3406 angstrom^2
\end{verbatim}
